\section*{Foldy-Wouthuysen rotation, Newton-Wigner position and conserved mean spin}

For a free Dirac electron a momentum-dependent unitary rotation $U$ turns the Hamiltonian into $\beta E$, with no odd term left over. Carrying the position $\mathbf x$ and the spin $\boldsymbol\Sigma/2$ back through this rotation defines the mean operators
\begin{equation}
\mathbf X=U^\dagger\mathbf xU,\qquad \mathbf S=U^\dagger\tfrac12\boldsymbol\Sigma U,\qquad \mathbf L=\mathbf X\times\mathbf p .
\end{equation}
On positive-energy states $\mathbf X$ is the Newton-Wigner position operator, and $\mathbf S$ and $\mathbf L$ are separately conserved. The Dirac vectors $\boldsymbol\Sigma/2$ and $\mathbf x\times\mathbf p$ are not separately conserved, but their sum is; of the Dirac spin, the component along $\mathbf p$ is conserved by itself.

Atomic units are used, $\hbar=m=e=4\pi\epsilon_0=1$, so that $c\approx137$. In momentum space $\mathbf p$ is a number and $\mathbf x=i\nabla_p$; below, $\partial_j=\partial/\partial p_j$, $p=|\mathbf p|$ and $\hat{\mathbf p}=\mathbf p/p$. The Hamiltonian is
\begin{equation}
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2,\qquad E=c\sqrt{p^2+c^2}.
\end{equation}
The matrices satisfy $\beta^2=1$, $\beta\alpha_j=-\alpha_j\beta$ and $\alpha_j\alpha_k=\delta_{jk}+i\epsilon_{jkl}\Sigma_l$. In the standard representation $\beta$ is $+1$ on the upper two components and $-1$ on the lower two, $\boldsymbol\Sigma$ acts as $\boldsymbol\sigma$ on each pair, and $\boldsymbol\alpha$ exchanges the pairs while acting with $\boldsymbol\sigma$.

Write $\alpha_p=\boldsymbol\alpha\cdot\hat{\mathbf p}$ and $A=\beta\alpha_p$. Then $A^2=\beta\alpha_p\beta\alpha_p=-\beta^2\alpha_p^2=-1$ and $A^\dagger=\alpha_p\beta=-A$. The exponential series therefore sums as for an imaginary unit, and
\begin{equation}
U=e^{A\theta/2}=\cos\tfrac\theta2+A\sin\tfrac\theta2
\end{equation}
is unitary. Choose $\tan\theta=p/c$ with $0\le\theta<\pi/2$, so that $\cos\theta=c^2/E$ and $\sin\theta=cp/E$. The half-angle formulas give
\begin{equation}
U=\frac{E+c^2+c\beta\,\boldsymbol\alpha\cdot\mathbf p}{\sqrt{2E(E+c^2)}},
\end{equation}
which is smooth at $\mathbf p=0$. Both $\alpha_p$ and $\beta$ anticommute with $A$, hence $HA=-AH$ and $HU^\dagger=UH$. Using $A\alpha_p=\beta$ and $A\beta=-\alpha_p$,
\begin{align}
UHU^\dagger&=U^2H=(\cos\theta+A\sin\theta)(cp\,\alpha_p+c^2\beta)\nonumber\\
&=\alpha_p(cp\cos\theta-c^2\sin\theta)+\beta(c^2\cos\theta+cp\sin\theta).
\end{align}
The first bracket is $c^3p/E-c^3p/E=0$. The second is $(c^4+c^2p^2)/E=E$. Thus $UHU^\dagger=\beta E$.

The explicit mean position follows from $U^\dagger i\partial_j(U\psi)$, which gives $X_j=x_j+iU^\dagger\partial_jU$. The angle and the direction of $\mathbf p$ both vary. With $\boldsymbol\alpha_\perp=\boldsymbol\alpha-\hat{\mathbf p}\alpha_p$,
\begin{equation}
\partial_jU=\tfrac12\theta'\hat p_jAU+\frac{\sin(\theta/2)}p\,\beta\alpha_{\perp j}.
\end{equation}
Since $A$ commutes with $U$, the first term contributes $\tfrac12\theta'\hat p_jA$ to $U^\dagger\partial_jU$. In the second, $U^\dagger=\cos(\theta/2)-A\sin(\theta/2)$ and
\begin{equation}
A\beta\alpha_{\perp j}=-\alpha_p\alpha_{\perp j}=-i(\boldsymbol\Sigma\times\hat{\mathbf p})_j .
\end{equation}
Collecting terms, with $i\cdot i=-1$ in the last,
\begin{equation}
\mathbf X=\mathbf x+\frac{i\theta'}2\hat{\mathbf p}\,\beta\alpha_p+\frac{i\sin\theta}{2p}\beta\boldsymbol\alpha_\perp-\frac{\sin^2(\theta/2)}p\,\boldsymbol\Sigma\times\hat{\mathbf p}. \label{angles}
\end{equation}
Here $\theta'=c/(c^2+p^2)=c^3/E^2$, $\sin\theta/(2p)=c/(2E)$ and $\sin^2(\theta/2)/p^2=c^2/[2E(E+c^2)]$. Writing $\boldsymbol\alpha_\perp$ out leaves $i\hat{\mathbf p}\beta\alpha_p$ with the coefficient
\begin{equation}
\frac{c^3}{2E^2}-\frac c{2E}=-\frac{c(E-c^2)}{2E^2}=-\frac{c^3p^2}{2E^2(E+c^2)},
\end{equation}
because $(E-c^2)(E+c^2)=c^2p^2$. Hence
\begin{equation}
\mathbf X=\mathbf x+\frac{ic\beta\boldsymbol\alpha}{2E}-\frac{ic^3\beta(\boldsymbol\alpha\cdot\mathbf p)\mathbf p}{2E^2(E+c^2)}-\frac{c^2\,\boldsymbol\Sigma\times\mathbf p}{2E(E+c^2)}. \label{X}
\end{equation}

The sign of the energy is $H/E=U^\dagger\beta U$. Since $\mathbf x$ commutes with $\beta$, $\mathbf X$ commutes with $H/E$ and never mixes the two signs. A positive-energy state has $U\psi=(\phi,0)$ with a two-component amplitude $\phi(\mathbf p)$, on which $\mathbf X$ acts as $i\nabla_p$. The basis behind this amplitude is
\begin{equation}
U^\dagger\binom\chi0=\frac1{\sqrt{2E(E+c^2)}}\binom{(E+c^2)\chi}{c\,\boldsymbol\sigma\cdot\mathbf p\,\chi}.
\end{equation}
It is the normalized boost of a rest spinor. Indeed $e^{\alpha_p\eta/2}$ with $\tanh\eta=cp/E$ produces the components $\cosh(\eta/2)\chi$ and $\sinh(\eta/2)\,\boldsymbol\sigma\cdot\hat{\mathbf p}\,\chi$, whose ratio is set by $\tanh(\eta/2)=\sinh\eta/(1+\cosh\eta)=cp/(E+c^2)$.

The Newton-Wigner operator $\mathbf Q$ is fixed by conditions that do not mention $U$. It is Hermitian, acts within positive energies, is canonical with $\mathbf p$, is a vector under rotations, is odd under parity and even under time reversal, and has commuting components; in the boosted basis its matrix part is bounded at $\mathbf p=0$. The canonical relation $[Q_j,p_k]=i\delta_{jk}$ makes $\mathbf Q-i\nabla_p$ commute with $\mathbf p$, so $\mathbf Q=i\nabla_p+\mathbf F(\mathbf p)$ with $2\times2$ matrices $F_j$.

The symmetries keep their usual form on $\phi$. The rotation $U$ is built from rotational scalars, so it commutes with $\mathbf J=\mathbf x\times\mathbf p+\boldsymbol\Sigma/2$. Parity $\psi(\mathbf p)\to\beta\psi(-\mathbf p)$ becomes $\phi(\mathbf p)\to\phi(-\mathbf p)$, because $U(\mathbf p)\beta=\beta U(-\mathbf p)$. Time reversal $\psi(\mathbf p)\to\Sigma_y\psi^*(-\mathbf p)$ becomes $\phi(\mathbf p)\to\sigma_y\phi^*(-\mathbf p)$, because $\Sigma_y\alpha_j^*\Sigma_y=-\alpha_j$.

Consider rotations about a fixed $\mathbf p\neq0$. The index of $F_j$ carries angular momentum projections $1,0,-1$. The matrix is a scalar, with projection $0$, plus a vector, with projections $1,0,-1$. Total projection zero arises in $1+3=4$ ways, realized by $\mathbf p$, $\boldsymbol\sigma$, $\mathbf p(\boldsymbol\sigma\cdot\mathbf p)$ and $\boldsymbol\sigma\times\mathbf p$, each times a real function of $p$. Parity requires $\mathbf F(-\mathbf p)=-\mathbf F(\mathbf p)$ and removes the second and third. Time reversal requires $\sigma_y\mathbf F^*(-\mathbf p)\sigma_y=\mathbf F(\mathbf p)$ and removes the first. It keeps the fourth, in which both $\boldsymbol\sigma$ and $\mathbf p$ change sign. So $\mathbf F=f(p)\,\boldsymbol\sigma\times\mathbf p$.

Commuting components now fix $f$. From $[Q_j,Q_k]=i(\partial_jF_k-\partial_kF_j)+[F_j,F_k]$, the derivative part of $\tfrac12\epsilon_{ijk}[Q_j,Q_k]$ is $i(\nabla_p\times\mathbf F)_i$, with
\begin{equation}
\nabla_p\times\mathbf F=2f\boldsymbol\sigma+\frac{f'}p\left[p^2\boldsymbol\sigma-\mathbf p(\boldsymbol\sigma\cdot\mathbf p)\right],
\end{equation}
where $\nabla_p\times(\boldsymbol\sigma\times\mathbf p)=3\boldsymbol\sigma-\boldsymbol\sigma$ was used. For the matrix part, $F_j=f\,\boldsymbol\sigma\cdot(\mathbf p\times\mathbf e_j)$ with unit vectors $\mathbf e_j$, and
\begin{equation}
[F_j,F_k]=2if^2\boldsymbol\sigma\cdot[(\mathbf p\times\mathbf e_j)\times(\mathbf p\times\mathbf e_k)]=2if^2(\boldsymbol\sigma\cdot\mathbf p)\,\epsilon_{jkl}p_l .
\end{equation}
Since $\tfrac12\epsilon_{ijk}\epsilon_{jkl}=\delta_{il}$,
\begin{equation}
\tfrac12\epsilon_{ijk}[Q_j,Q_k]=i\left[(2f+pf')\sigma_i+\left(2f^2-\frac{f'}p\right)p_i\,\boldsymbol\sigma\cdot\mathbf p\right]. \label{curv}
\end{equation}
Components perpendicular to $\mathbf p$ require $2f+pf'=0$, or $f=C/p^2$. The parallel component then requires $2C(C+1)/p^4=0$. The choice $C=-1$ gives a matrix part growing as $1/p$ at the origin, which the regularity condition excludes. What remains is $f=0$, $\mathbf Q=i\nabla_p$, the restriction of $\mathbf X$. The full $\mathbf X$ extends this operator to negative energies.

The motion is simplest in the rotated picture. There $i[\beta E,x_j]=\beta\,\partial_jE=\beta c^2p_j/E$. Rotating back with $U^\dagger\beta U=H/E$ and $H^2=E^2$,
\begin{equation}
\frac{d\mathbf X}{dt}=c^2\mathbf pH^{-1},\qquad \frac{d\mathbf x}{dt}=i[H,\mathbf x]=c\boldsymbol\alpha .
\end{equation}
The mean velocity is constant and equals $c^2\mathbf p/E$ at positive energy. The Dirac velocity does not commute with $H$, and its matrix elements between energies $\pm E$ oscillate at frequency $2E$.

For the angular momenta, $[\Sigma_i/2,\alpha_a]=i\epsilon_{iab}\alpha_b$ gives
\begin{equation}
i[H,\tfrac12\boldsymbol\Sigma]=-c\,\boldsymbol\alpha\times\mathbf p,\qquad i[H,\mathbf x\times\mathbf p]=+c\,\boldsymbol\alpha\times\mathbf p ,
\end{equation}
so the two exchange angular momentum. Because $U$ commutes with $\mathbf p$, $\mathbf L=U^\dagger(\mathbf x\times\mathbf p)U$, and conservation can be checked against $\beta E$. The matrix $\boldsymbol\Sigma$ commutes with $\beta$ and with the number $E$. The orbital operator gives $[(\mathbf x\times\mathbf p)_i,E]=i\epsilon_{ijk}(c^2p_j/E)p_k=0$. Hence $[H,\mathbf S]=[H,\mathbf L]=0$. As $U$ commutes with $\mathbf J$, also $\mathbf L+\mathbf S=\mathbf J$, and subtracting $\mathbf X\times\mathbf p$ from $\mathbf J$ with \eqref{X} yields
\begin{equation}
\mathbf S=\frac{\boldsymbol\Sigma}2-\frac{ic\beta\,\boldsymbol\alpha\times\mathbf p}{2E}+\frac{c^2(\boldsymbol\Sigma\times\mathbf p)\times\mathbf p}{2E(E+c^2)} .
\end{equation}
The corrections are perpendicular to $\mathbf p$, so the spin along the momentum is the same in both descriptions.

The Dirac position can be compared with $\mathbf X$ on positive-energy states. Reversing $\theta$ exchanges $U$ and $U^\dagger$, so $U\mathbf xU^\dagger$ is \eqref{angles} with the two odd terms reversed and the last term unchanged. Its positive-energy block is
\begin{equation}
\tilde{\mathbf x}=i\nabla_p+f\,\boldsymbol\sigma\times\mathbf p,\qquad f=-\frac{c^2}{2E(E+c^2)}=-\frac{1-\cos\theta}{2p^2}. \label{proj}
\end{equation}
Put $g=p^2f$. Then $g'=-\tfrac12\theta'\sin\theta=-c^4p/(2E^3)$, and the brackets of \eqref{curv} become
\begin{align}
2f+pf'&=\frac{g'}p=-\frac{c^4}{2E^3},\\
2f^2-\frac{f'}p&=\frac{2g(1+g)}{p^4}-\frac{g'}{p^3}=-\frac{c^2}{2E^2p^2}+\frac{c^4}{2E^3p^2}=-\frac{c^4}{2E^3(E+c^2)},
\end{align}
where $2g(1+g)=-\tfrac12\sin^2\theta$. The projected Dirac coordinates therefore do not commute:
\begin{equation}
[\tilde x_1,\tilde x_2]=-\frac{ic^4}{2E^3}\left[\sigma_3+\frac{p_3\,\boldsymbol\sigma\cdot\mathbf p}{E+c^2}\right].
\end{equation}

For $p\ll c$, $f\to-1/(4c^2)$. A weak uniform force with potential $V=\mathbf g\cdot\mathbf x$ then acquires, to first order in $\mathbf g$, the positive-energy term $-\mathbf g\cdot(\boldsymbol\sigma\times\mathbf p)/(4c^2)=\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)/(4c^2)$, the spin-orbit coupling. The odd part of $UVU^\dagger$ links the two energy signs, so the free rotation no longer diagonalizes the Hamiltonian once such a force is present. For $p\gg c$, $f\to-1/(2p^2)$ and the displacement $f\langle\boldsymbol\sigma\rangle\times\mathbf p$ falls as $1/(2p)$ for mean spin perpendicular to $\mathbf p$; for spin along $\mathbf p$ it vanishes at every $p$. For a massless particle $\theta=\pi/2$ at every $p$; $U$ then depends on direction at $\mathbf p=0$, and the regularity used above is lost.

Take a packet with central momentum $0.75\,mc$ along $x$ and a Gaussian momentum density of standard deviation $0.02\,mc$ per axis. With $mc^2=510998.95$ eV, the central energy is $E=510998.95\sqrt{1+0.75^2}=638748.69$ eV, so $\cos\theta=0.8$ and $\sin\theta=0.6$. Let the initial spinor be $(1,0,0,0)$, which mixes both energy signs. Since $H^2=E^2$, $e^{-iHt}=\cos Et-i(H/E)\sin Et$. At the central momentum this leaves two nonzero components, upper spin-up and lower spin-down:
\begin{equation}
a=\cos Et-i\cos\theta\sin Et,\qquad b=-i\sin\theta\sin Et .
\end{equation}
The Dirac spin is
\begin{equation}
\tfrac12\langle\Sigma_z\rangle=\tfrac12(|a|^2-|b|^2)=\tfrac12-\sin^2\theta\,\sin^2Et .
\end{equation}
It falls to $0.5-0.36=0.14$ after half a period; the packet gives $0.14008$, while its Dirac orbital momentum rises to $0.35992$. The rotated initial spinor has upper spin-up amplitude $\cos(\theta/2)$ and lower spin-down amplitude $-\sin(\theta/2)$. The mean spin is therefore $\tfrac12\cos\theta=0.4$ and the mean orbital momentum $0.1$; the packet holds $0.39997$ and $0.10003$ at all five listed times.

"Mean" does not denote a time average: the Dirac spin averages to $0.5-0.18=0.32$ over a period, not to $0.4$. After a full period it returns to $0.49967$ rather than $0.5$, because the packet contains a range of energies. The relative energy spread is $0.6\times0.02/1.25=0.0096$, and the expected deficit $0.36\,(\pi\times0.0096)^2\approx0.00033$ agrees.

The period $\pi/E$ corresponds to a length $ct=9.705\times10^{-3}$ \AA. The mean velocity is $c^2p\langle H\rangle/E^2=c\sin\theta\cos\theta=0.48c$, against $0.4796c$ for the packet. The Dirac velocity is $2c\,\mathrm{Re}(a^*b)=0.48c(1-\cos2Et)$, so $x$ starts at rest and advances unevenly. At a quarter period the packet has $x=0.423\times10^{-3}$ \AA{} and $X=1.164\times10^{-3}$ \AA; at the half period they nearly coincide. Sideways, $Y$ stays at $-0.5145\times10^{-3}$ \AA{} while $y$ swings from zero to $-1.85\times10^{-3}$ \AA{} and back, as the changing Dirac orbital momentum demands.

A packet of positive energy only, with mean spin up, has no such trembling. Its Dirac spin is $\tfrac12\cos\theta\approx0.4$, and by \eqref{proj} its Dirac centre is displaced from its Newton-Wigner centre along $y$. With the reduced Compton length $\hbar/mc=3.8616\times10^{-3}$ \AA,
\begin{equation}
\langle y\rangle-\langle Y\rangle\approx-\frac{0.75}{2(1.25)(2.25)}\,\frac\hbar{mc}=-5.149\times10^{-4}\ \text{\AA}.
\end{equation}
Averaging over the packet gives $-5.145\times10^{-4}$ \AA, or $-9.722\times10^{-4}$ bohr. This is about half a percent of the initial position spread, $0.0965$ \AA, of the first packet, whose momentum density is the same. At the central momentum the spin-up element of $[\tilde x_1,\tilde x_2]/i$ is $-3.82\times10^{-6}$ \AA$^2$; for the Newton-Wigner coordinates it is zero. The numerical output below gives the full time sequence.

\section*{Calculated quantities}
\begin{verbatim}
speed of light: 137.035999 atomic units
rest energy: 510998.95 eV
central momentum: 0.75 mc, times c: 383249.21 eV
energy E at central momentum: 638748.69 eV
rotation angle theta: 36.8699 degrees
cos theta: 0.8000, sin theta: 0.6000
reduced Compton length: 3.861593e-03 angstrom
packet momentum spread: 0.020 mc
packet initial position spread per axis: 0.09654 angstrom
trembling period as length c*t: 9.705241e-03 angstrom
bare-spinor packet, z components in units of hbar:
 t/period 0.00: Dirac spin 0.50000, Dirac orbital 0.00000, mean spin 0.39997, mean orbital 0.10003
 t/period 0.25: Dirac spin 0.31981, Dirac orbital 0.18019, mean spin 0.39997, mean orbital 0.10003
 t/period 0.50: Dirac spin 0.14008, Dirac orbital 0.35992, mean spin 0.39997, mean orbital 0.10003
 t/period 0.75: Dirac spin 0.32056, Dirac orbital 0.17944, mean spin 0.39997, mean orbital 0.10003
 t/period 1.00: Dirac spin 0.49967, Dirac orbital 0.00033, mean spin 0.39997, mean orbital 0.10003
bare-spinor packet, positions in 1e-3 angstrom:
 t/period 0.00: Dirac x -0.0000, y -0.0000; mean X -0.0000, Y -0.5145
 t/period 0.25: Dirac x 0.4231, y -0.9265; mean X 1.1636, Y -0.5145
 t/period 0.50: Dirac x 2.3279, y -1.8515; mean X 2.3271, Y -0.5145
 t/period 0.75: Dirac x 4.2305, y -0.9242; mean X 3.4907, Y -0.5145
 t/period 1.00: Dirac x 4.6528, y -0.0017; mean X 4.6543, Y -0.5145
mean velocity along x: 0.47956 c
Dirac spin averaged over four times in one period: 0.32011 hbar
narrow-packet law, lowest Dirac spin: 0.14000 hbar
narrow-packet law, mean spin: 0.40000 hbar
narrow-packet law, mean orbital: 0.10000 hbar
positive-energy packet, mean spin up along z:
 Dirac y minus mean Y: -5.14492e-04 angstrom
 the same in atomic units: -9.72249e-04 bohr
 Dirac spin 0.39997 hbar, mean spin 0.50000 hbar
projected [x,y]/i at central momentum, spin up: -3.81745e-06 angstrom^2
\end{verbatim}
